\section*{Kittel's antiferroelectric model: double hysteresis, switching fields and recoverable energy}

\section{From dipoles to two polarizations}

\textbf{Q.} An antiferroelectric is supposed to be described by two sublattice polarizations and a quartic polynomial. Why should a quantum crystal care about such a polynomial?

\textbf{A.} Take a definite case. Each cell holds a dipole $\mu\sigma_z$ that tunnels between two orientations, with local Hamiltonian $-\Delta\sigma_x$, $\Delta>0$. Dipoles interact through bilinear terms $J_{ij}\sigma_{z,i}\sigma_{z,j}$. For any trial density matrix $\rho$, the Gibbs--Bogoliubov inequality bounds the free energy:
\begin{equation}
\mathcal F\le \mathrm{Tr}\,\rho H+kT\,\mathrm{Tr}\,\rho\ln\rho .
\end{equation}
Mean-field theory chooses a product of single-site matrices. Then $\langle\sigma_{z,i}\sigma_{z,j}\rangle=m_im_j$, and the rest is a sum of local terms $\phi(m_i)$, each the least local free energy at given $m_i=\langle\sigma_{z,i}\rangle$.

To find $\phi$, impose $m$ with a multiplier $\varepsilon$. The matrix $-\Delta\sigma_x-\varepsilon\sigma_z$ has eigenvalues $\pm R$, $R=\sqrt{\Delta^2+\varepsilon^2}$, so
\begin{equation}
m=\frac{\varepsilon}{R}\tanh\frac{R}{kT},\qquad
\phi=\varepsilon m-kT\ln\Big(2\cosh\frac{R}{kT}\Big),\qquad \frac{d\phi}{dm}=\varepsilon .
\end{equation}
Put $x=\Delta/kT$ and $\tau=\tanh x$. With $R\simeq\Delta+\varepsilon^2/2\Delta$,
\begin{equation}
m=\chi_1\varepsilon-\chi_3\varepsilon^3+\dots,\quad
\chi_1=\frac{\tau}{\Delta},\quad
\chi_3=\frac{\tau-x(1-\tau^2)}{2\Delta^3}.
\end{equation}
Inversion gives $\varepsilon=m/\chi_1+\chi_3m^3/\chi_1^4+\dots$, and integration over $m$ gives
\begin{equation}
\phi=\phi_0+c_2m^2+c_4m^4+\dots,\quad
c_2=\frac{\Delta}{2\tau},\quad
c_4=\frac{\Delta[\tau-x(1-\tau^2)]}{8\tau^4}.
\end{equation}
Multiplying the bracket by $\cosh^2x$ turns it into $\sinh x\cosh x-x>0$, so $c_4>0$. Since $\tau$ falls on heating, $c_2$ rises.

\textbf{Q.} Where do the sublattices enter?

\textbf{A.} Let there be $n$ dipoles per volume, half on each sublattice, so $P_a=n\mu m_a/2$ and likewise for $b$. Each dipole has $z$ neighbours on the other sublattice with coupling $J>0$, and $z'$ on its own with coupling $J'$. Counting every bond once, the free-energy density is
\begin{equation}
\frac n2[\phi(m_a)+\phi(m_b)]+\frac{nzJ}{2}m_am_b+\frac{nz'J'}{4}(m_a^2+m_b^2).
\end{equation}
Substituting $m_{a,b}=2P_{a,b}/n\mu$ and dropping the constant gives Kittel's form,
\begin{equation}
F=f(P_a^2+P_b^2)+gP_aP_b+h(P_a^4+P_b^4),
\end{equation}
\begin{equation}
f=\frac{2c_2+z'J'}{n\mu^2},\qquad g=\frac{2zJ}{n\mu^2}>0,\qquad h=\frac{8c_4}{n^3\mu^4}>0 .
\end{equation}
Quartic cross terms such as $P_a^2P_b^2$ are allowed by symmetry. They are absent here because the coupling is bilinear and the trial state is a product. The truncation needs moderate $m$; below, the polynomial itself is the model.

Take a ring of six dipoles with $kT=1.25\Delta$, coupling $J=0.5\Delta$ between nearest neighbours and $J'=-0.3\Delta$ between next-nearest ones. A product state with unequal sublattice moments, set by $\varepsilon=0.6\Delta$ and $-0.3\Delta$, has free energy $-7.35\Delta$, above the exact $-8.22\Delta$, as the inequality demands. Optimizing the trial moments lowers the bound only to $-7.40\Delta$; the remaining gap comes from correlations between dipoles, which a product state omits.

\section{The state without field}

\textbf{Q.} Does $g>0$ by itself make the crystal antipolar?

\textbf{A.} No, it only makes opposite polarizations cheaper than parallel ones. Use $P=P_a+P_b$ and $A=P_a-P_b$. Then $P_a^2+P_b^2=(P^2+A^2)/2$, $P_aP_b=(P^2-A^2)/4$ and $P_a^4+P_b^4=(P^4+6P^2A^2+A^4)/8$, so
\begin{equation}
F=\frac{2f+g}{4}P^2+\frac{2f-g}{4}A^2+\frac h8(P^4+6P^2A^2+A^4).
\end{equation}
At fixed macroscopic field $E$ along the axis, the quantity to minimize is $G=F-EP$. Its stationary points obey
\begin{align}
0&=\frac A2\left[2f-g+h(3P^2+A^2)\right],\label{A}\\
E&=\frac P2\left[2f+g+h(P^2+3A^2)\right].\label{P}
\end{align}
For $f>g/2$ both quadratic coefficients are positive and $P=A=0$ at $E=0$. For $f<g/2$ the antipolar state $P=0$, $A^2=(g-2f)/h$ appears, with
\begin{equation}
F_0=-\frac{(g-2f)^2}{4h}+\frac{(g-2f)^2}{8h}=-\frac{(g-2f)^2}{8h}.
\end{equation}

\textbf{Q.} If $f$ is very negative, a polar state also gains energy. Could it win?

\textbf{A.} It exists for $2f+g<0$ and has $F=-(2f+g)^2/8h$. But $(g-2f)^2-(g+2f)^2=-8fg$, which is positive for $f<0$, so the antipolar state is lower. The polar state may still be metastable, which will matter for the loop.

\section{Raising the field}

\textbf{Q.} Then a field should just tilt the balance smoothly. Why would anything jump?

\textbf{A.} Follow the antipolar state. With $A\neq0$, Eq.~(\ref{A}) gives
\begin{equation}
A^2=\frac{g-2f}{h}-3P^2 .
\end{equation}
The induced $P$ thus eats away the antipolar order. Inserting this in Eq.~(\ref{P}),
\begin{align}
E&=\frac P2\left[2f+g+hP^2+3(g-2f)-9hP^2\right]\nonumber\\
&=2(g-f)P-4hP^3 .\label{anti}
\end{align}
On this branch $\partial^2G/\partial A^2=hA^2>0$. One may therefore minimize over $A$ first; the curvature of the remaining function of $P$ is $dE/dP$. Stability ends where
\begin{equation}
\frac{dE}{dP}=2(g-f)-12hP^2=0,\qquad P_*^2=\frac{g-f}{6h}.
\end{equation}
The field there, the forward limit, is
\begin{equation}
E_F=2P_*\left[(g-f)-2hP_*^2\right]=\frac43(g-f)\sqrt{\frac{g-f}{6h}} .\label{EF}
\end{equation}

\textbf{Q.} That assumes that $A$ has not already vanished.

\textbf{A.} It does. $A$ vanishes at $P_B^2=(g-2f)/3h$, so the fold is reached first if $(g-f)/6<(g-2f)/3$, that is, if $f<g/3$. For $g/3<f<g/2$ the order fades continuously to zero at $P_B$, without a jump. So antiferroelectric order alone does not guarantee hysteresis.

\textbf{Q.} What would one measure just before the jump?

\textbf{A.} A growing susceptibility $\chi=dP/dE$. Since $d^2E/dP^2=-24hP_*$ at the fold,
\begin{equation}
E_F-E\simeq12hP_*(P_*-P)^2,\qquad
\chi\simeq\frac{1}{2\sqrt{12hP_*(E_F-E)}} .
\end{equation}
Quartering the distance to $E_F$ should double $\chi$. The stiffness matrix at the computed minima gives a ratio of 1.997.

At zero field $\chi$ of the lowest-energy state stays finite; at the transition, $f=g/2$, only its staggered response diverges. Equation (\ref{anti}) gives $\chi=1/[2(g-f)]$, while the disordered state has $\chi=2/(2f+g)$. Both equal $1/g$ at $f=g/2$. The first rises with $f$ and the second falls, so if heating raises $f$ at fixed $g$, the zero-field susceptibility has a finite cusp at the transition.

\section{Lowering the field}

\textbf{Q.} After the jump the sublattices are parallel. Why not return at the same field?

\textbf{A.} Because the polar state loses stability in a different way. With $A=0$,
\begin{equation}
E=\frac{2f+g}{2}P+\frac h2P^3,\label{polar}
\end{equation}
and $\partial^2G/\partial P\,\partial A=3hPA=0$, so the stiffnesses separate:
\begin{equation}
G_{PP}=\frac{2f+g+3hP^2}{2},\qquad G_{AA}=\frac{2f-g+3hP^2}{2}.
\end{equation}
Their difference is $g>0$, so on lowering the field $G_{AA}$ vanishes first, at $P_B$. The backward limit is
\begin{equation}
E_B=\frac{P_B}{2}\left[2f+g+\frac{g-2f}{3}\right]
=\frac23(g+f)\sqrt{\frac{g-2f}{3h}} .\label{EB}
\end{equation}
At that point $G_{PP}=g$, so the uniform susceptibility of the polar state is an unremarkable $1/g$. The warning sign is in the staggered response, which an ordinary capacitance measurement does not see.

\textbf{Q.} If $A=0$ is still a stationary point below $E_B$, what makes the system leave it?

\textbf{A.} Any small staggered fluctuation, which then grows. The numerical cycle includes such a disturbance for this reason.

\textbf{Q.} Is $E_B$ below $E_F$, and is it positive?

\textbf{A.} The antipolar curve (\ref{anti}) meets the polar curve at $P_B$, where $A=0$. For $f<g/3$, $P_B>P_*$, and Eq.~(\ref{anti}) falls beyond $P_*$, hence $E_B<E_F$. Positivity requires $f>-g$. The window is thus
\begin{equation}
-g<f<\frac g3 .\label{window}
\end{equation}
At its upper end both fields equal $\frac{8}{27}g\sqrt{g/h}$ and the hysteresis closes. At its lower end $E_B$ reaches zero. Below it the polar state survives at zero field, and a crystal once poled can keep a remanent polarization.

The window belongs to the polynomial, and the dipoles of the first section do not always reach it. At zero field $m^2=(g-2f)/hn^2\mu^2$, and $f<g/3$ makes this larger than $(2c_2+z'J')/8c_4$. For $J'\ge0$ that is at least $c_2/4c_4=\tau^3/[\tau-x(1-\tau^2)]$, which exceeds 1 because $\tau<x$, whereas $|m|\le1$. The truncation has then failed: with the full $\phi(m)$, the case $kT=1.25\Delta$, $zJ=3\Delta$, $J'=0$ has $f/g=0.25$ and yet switches without hysteresis. A loop at moderate $m$ needs a sufficiently negative $J'$; the six-dipole ring, with $f/g=0.45$, lies outside the window.

Within the window $E_B$ is not monotonic. From Eq.~(\ref{EB}), $E_B^2\propto(g+f)^2(g-2f)$, whose derivative is $-6f(g+f)$, so $E_B$ is greatest at $f=0$. In units of $g\sqrt{g/h}$ the searched values are 0.379, 0.385 and 0.379 at $f/g=-0.1$, 0 and 0.1. Meanwhile $E_F$ drops from 0.628 through 0.544 to 0.465.

\textbf{Q.} You have two thresholds. That is not yet a double loop.

\textbf{A.} List the stable states in the window (\ref{window}). Antipolar ones have $|P|<P_*$ and occupy $|E|<E_F$. Polar ones have $|P|>P_B$; there $G_{PP}>g$, so $E$ rises with $P$, and they occupy $|E|>E_B$ with $P$ along the field. Hence for $|E|<E_B$ only antipolar states exist, with two signs of $A$ but the same $P$. For $|E|>E_F$ only the polar state along the field exists. Both kinds coexist between the limits, giving one loop at positive $E$, its mirror image at negative $E$, and a single curve through the origin.

The landing point after back-switching is explicit. At $E=E_B$, Eq.~(\ref{anti}) has the known root $P_B$. Subtracting the equation at $P_B$ and dividing by $P-P_B$,
\begin{equation}
4h(P^2+P_BP+P_B^2)=2(g-f).
\end{equation}
The discriminant is $2(g-f)/h-3P_B^2=g/h$, so the positive root is
\begin{equation}
P_-=\frac12\left(\sqrt{g/h}-P_B\right).
\end{equation}

\section{Energy returned to the circuit}

\textbf{Q.} A capacitor designer wants joules. Which threshold decides how many come back?

\textbf{A.} Both work and loss depend on where switching occurs. Assume slow isothermal cycling between zero and $E_m>E_F$, without leakage. The work per volume is $\int E\,dP$; the vacuum part $\epsilon_0E^2/2$ is returned in full and left out. Integrating by parts, with $P=0$ at $E=0$,
\begin{equation}
\int_0^{P_m}E\,dP=E_mP_m-\int_0^{E_m}P\,dE=\int_0^{E_m}(P_m-P)\,dE ,
\end{equation}
where $P_m$ is the polarization at $E_m$. If the system changes branch at $E_s$,
\begin{equation}
W(E_s)=\int_0^{E_s}(P_m-P_{\rm anti})\,dE+\int_{E_s}^{E_m}(P_m-P_{\rm pol})\,dE .
\end{equation}
This is the work put in if $E_s$ is the switching field on charging, and the work recovered if it is that on discharging. Differentiation gives
\begin{equation}
\frac{dW}{dE_s}=P_{\rm pol}-P_{\rm anti}>0,
\end{equation}
since $P_{\rm anti}\le P_*<P_B\le P_{\rm pol}$. A higher backward field returns more energy; a higher forward field costs more.

\textbf{Q.} Real crystals nucleate domains and do not wait for your stability limits.

\textbf{A.} That is why the limits are bounds. Let $E_0$ be the field at which both states have equal $G$. A spontaneous isothermal change cannot raise $G$, so backward switching lies between $E_B$ and $E_0$, and forward switching between $E_0$ and $E_F$. At $E_0$ the jump is reversible: $\Delta F=E_0\Delta P$. Along the branches $dF=E\,dP$. Therefore $W(E_0)$ is the free-energy difference,
\begin{equation}
\Delta U=\frac{2f+g}{4}P_m^2+\frac h8P_m^4+\frac{(g-2f)^2}{8h},\label{dU}
\end{equation}
and
\begin{equation}
W(E_B)\le W_{\rm rec}\le\Delta U\le W_{\rm charge}\le W(E_F).\label{bounds}
\end{equation}
If parts of the sample switch at different fields, averaging preserves these bounds, provided interface energy and internal field variations are negligible.

\textbf{Q.} Can the lower bound be had without integrating numerically?

\textbf{A.} Yes. It falls short of $\Delta U$ by the drop of $G$ in the backward jump, which becomes heat. The antipolar curve, including its unstable part, connects $P_-$ to $P_B$, so
\begin{equation}
D_B=\int_{P_-}^{P_B}(E_{\rm anti}-E_B)\,dP .
\end{equation}
The cubic has no quadratic term, so its roots sum to zero and the third is $-S$, $S=P_B+P_-$. With $\delta=P_B-P_-$,
\begin{align}
D_B&=4h\int_{P_-}^{P_B}(P_B-P)(P-P_-)(P+S)\,dP\nonumber\\
&=4h\,\frac{\delta^3}{6}\left(\frac S2+S\right)=hS\delta^3 .
\end{align}
The first two factors are symmetric about the midpoint $S/2$ and integrate to $\delta^3/6$; this gives the second line. Inserting $P_-$,
\begin{equation}
D_B=\frac{h}{16}\left(\sqrt{g/h}+P_B\right)\left(3P_B-\sqrt{g/h}\right)^3,
\end{equation}
and $W(E_B)=\Delta U-D_B$. The loss $D_B$ vanishes at $f=g/3$, where $3P_B=\sqrt{g/h}$.

For the forward jump, integrating Eq.~(\ref{anti}) gives $F_{\rm anti}=F_0+(g-f)P^2-hP^4$. If $P_+$ solves Eq.~(\ref{polar}) at $E_F$,
\begin{equation}
D_F=F_{\rm anti}(P_*)-F_{\rm pol}(P_+)+E_F(P_+-P_*),
\end{equation}
with $F_{\rm pol}=(2f+g)P^2/4+hP^4/8$, and $W(E_F)=\Delta U+D_F$.

\textbf{Q.} Why not avoid all loss by staying below $E_F$?

\textbf{A.} If the crystal stays antipolar there is no switching loss, but the store is at most
\begin{equation}
F_{\rm anti}(P_*)-F_0=\frac{(g-f)^2}{6h}-\frac{(g-f)^2}{36h}=\frac{5(g-f)^2}{36h}.
\end{equation}
Another lossless choice is $g/3<f<g/2$, where switching is continuous and, within this model, all the work put in comes back; it equals $\Delta U$ of Eq.~(\ref{dU}) once $E_m$ exceeds the field (\ref{EB}) at which $A$ vanishes.

\section{A case in numbers}

\textbf{Q.} Show me that the differences are not negligible.

\textbf{A.} SI units are natural here. Take round model parameters, tied to no material: $f=-1\times10^7$ and $g=1\times10^8$ V\,m/C, $h=5\times10^8$ V\,m$^5$/C$^3$, and $E_m=40$ MV/m. Then $f/g=-0.1$ lies in the window. The characteristic polarizations are
\begin{align}
P_*&=\sqrt{\frac{1.1\times10^8}{3\times10^9}}=0.1915\ {\rm C/m^2},\\
P_B&=\sqrt{\frac{1.2\times10^8}{1.5\times10^9}}=0.2828\ {\rm C/m^2}.
\end{align}
The limits follow:
\begin{align}
E_F&=\tfrac43(1.1\times10^8)(0.1915)\ {\rm V/m}=28.1\ {\rm MV/m},\\
E_B&=\tfrac23(0.9\times10^8)(0.2828)\ {\rm V/m}=17.0\ {\rm MV/m},
\end{align}
or $5.46\times10^{-5}$ and $3.30\times10^{-5}$ atomic units. The coexistence field, found numerically, is 24.0 MV/m.

At $E_F$ the polarization jumps from 0.19 to 0.37 C/m$^2$; at $E_B$ it falls from 0.28 to 0.08 C/m$^2$. Relaxing both sublattices through a full cycle gives jumps at 28.09 and 16.89 MV/m and their negatives, within one field step, 0.089 MV/m, of the formulas.

With $P_m=0.4459$ C/m$^2$, the three terms of Eq.~(\ref{dU}) are
\begin{equation}
\Delta U=(3.98+2.47+3.60)\ {\rm MJ/m^3}=10.05\ {\rm MJ/m^3}.
\end{equation}
The losses are $D_B=1.47$ and $D_F=0.87$ MJ/m$^3$, so
\begin{equation}
8.57\le W_{\rm rec}\le10.05\le W_{\rm charge}\le10.91\quad{\rm MJ/m^3}.
\end{equation}
These numbers are also J/cm$^3$. The efficiency is at least $8.57/10.91$, or 0.785 when rounded down. Staying antipolar would store at most 3.36 MJ/m$^3$, and the omitted vacuum energy at $E_m$ is 0.007 MJ/m$^3$.

\textbf{Q.} How far should I trust a bound computed from a polynomial?

\textbf{A.} As far as the polynomial describes the crystal. Direct integration over the computed minima and the relaxation cycle, both given in the numerical output below, test the algebra, not the material. Strong saturation calls for the full $\phi(m)$ or higher powers; a negative $h$ needs at least a sixth-order term. Strain coupling can alter the coefficients, leakage adds loss, and fast cycling breaks the isothermal assumption. Each of these can carry the measured work outside the bounds in Eq.~(\ref{bounds}). Nucleation at uniform temperature, with negligible interface energy and internal field variations, only moves the work within them. The model also contains no dielectric breakdown, so whether a real capacitor survives $E_m$ must be established separately.

\section*{Table of computed values}
\begin{verbatim}
Ring of six dipoles, energies in units of Delta:
  kT = 1.25, J_inter = 0.50, J_intra = -0.30
  c2 = 0.75297, c4 = 0.13938
  product-state F = -7.34636, exact F = -8.22211
Model parameters:
  f = -1.00e+07 V m/C, g = 1.00e+08 V m/C, f/g = -0.10
  h = 5.00e+08 V m^5/C^3, E_m = 40.0 MV/m
  polarization unit sqrt(g/h) = 0.4472 C/m^2
  field unit g sqrt(g/h) = 44.721 MV/m
  energy unit g^2/h = 20.000 MJ/m^3
Switching fields:
  forward limit E_F = 28.085 MV/m = 5.462e-05 a.u.
  backward limit E_B = 16.971 MV/m = 3.300e-05 a.u.
  coexistence field E_0 = 23.953 MV/m
  relaxation jumps (MV/m): 28.09, 16.89, -28.09, -16.89, 28.09
  field step of the cycle = 0.089 MV/m
Polarizations (C/m^2):
  before forward jump P_* = 0.1915
  after forward jump P_+ = 0.3743
  at maximum field P_m = 0.4459
  before backward jump P_B = 0.2828
  after backward jump P_- = 0.0822
Energy densities (MJ/m^3 = J/cm^3):
  free-energy difference dU = 10.0472
  backward-jump loss D_B = 1.4746
  forward-jump loss D_F = 0.8666
  least recoverable W(E_B) = 8.5727
  same by field integral = 8.5727
  same from relaxation cycle = 8.5652
  greatest charging work W(E_F) = 10.9138
  same by field integral = 10.9139
  loss of full double loop, formula = 4.6823
  same from relaxation cycle = 4.6823
  greatest store without switching = 3.3611
  vacuum energy at E_m = 0.0071
Least efficiency W(E_B)/W(E_F) = 0.7855
Susceptibility ratio near E_F, distance quartered = 1.997
Searched limits in units of g sqrt(g/h): f/g, E_F, E_B
  -0.90  1.42559  0.06441
  -0.50  1.00000  0.27217
  -0.10  0.62799  0.37947
   0.00  0.54433  0.38490
   0.10  0.46476  0.37869
   0.20  0.38949  0.35777
   0.30  0.31879  0.31646
\end{verbatim}
